# Zero-Order Intervalley Phonon Scattering Rate with Valley Multiplicity and Energy Thresholds

An electron occupies a state of kinetic energy $E$ above the minimum of one conduction-band valley. A lattice vibration of angular frequency $\omega$ takes it to another valley, whose minimum lies higher by $\Delta$; a negative $\Delta$ means a lower final valley. The kinetic energy in the final valley is $E'$. The crystal has volume $V$, total mass density $\rho$ and $N_c$ unit cells of mass $M_{\rm cell}$, so that $N_cM_{\rm cell}=\rho V$. Near its minimum each valley is a parabolic ellipsoid with one longitudinal mass $m_l$ and two transverse masses $m_t$. The band is nondegenerate apart from spin, and the electron's spin is conserved. The phonons are in equilibrium at temperature $T$, and the final electron states are empty. Upper signs refer to absorption of a phonon, lower signs to emission. I keep $\hbar$ and use meV, nm and ps for numbers, because device rates are awkward in atomic units.

The strength of the coupling follows from the quantized atomic displacements. Atom $s$ in cell $\mathbf R$ has mass $M_s$ and displacement $\mathbf u_{s\mathbf R}$. The mass-weighted displacements are expanded in the orthonormal normal modes of one phonon branch,

$$\sqrt{M_s}\,\mathbf u_{s\mathbf R}=\frac{1}{\sqrt{N_c}}\sum_{\mathbf q}Q_{\mathbf q}\,\mathbf e_s(\mathbf q)\,e^{i\mathbf q\cdot\mathbf R},\qquad \sum_s|\mathbf e_s(\mathbf q)|^2=1 .$$

Other branches add similar terms. In these coordinates the lattice energy is $\frac12\sum_{\mathbf q}(P_{\mathbf q}^\dagger P_{\mathbf q}+\omega_{\mathbf q}^2Q_{\mathbf q}^\dagger Q_{\mathbf q})$, a set of oscillators of unit mass. Set

$$Q_{\mathbf q}=\sqrt{\frac{\hbar}{2\omega_{\mathbf q}}}\,(a_{\mathbf q}+a^\dagger_{-\mathbf q}),\qquad P_{\mathbf q}=-i\sqrt{\frac{\hbar\omega_{\mathbf q}}{2}}\,(a_{\mathbf q}-a^\dagger_{-\mathbf q}).$$

With $[a_{\mathbf q},a^\dagger_{\mathbf q}]=1$ and $\omega_{-\mathbf q}=\omega_{\mathbf q}$ this gives

$$[Q_{\mathbf q},P^\dagger_{\mathbf q}]=\frac{i\hbar}{2}\left([a_{\mathbf q},a^\dagger_{\mathbf q}]-[a^\dagger_{-\mathbf q},a_{-\mathbf q}]\right)=i\hbar ,$$

as required. In the energy the cross terms cancel, which leaves $\sum_{\mathbf q}\hbar\omega_{\mathbf q}(a^\dagger_{\mathbf q}a_{\mathbf q}+\frac12)$. The prefactor of the displacement is therefore $\sqrt{\hbar/(2N_cM_s\omega_{\mathbf q})}$.

To first order in the displacements, the electron feels the perturbation $H'=\sum_{s\mathbf R}\mathbf u_{s\mathbf R}\cdot\partial U/\partial\mathbf u_{s\mathbf R}$, where $U$ is the effective one-electron potential. The change of $U$ caused by an atom in cell $\mathbf R$ is that caused by the same atom in cell $0$, moved by $\mathbf R$. Shifting the integration variable and using Bloch's theorem gives

$$\langle\mathbf k'|\frac{\partial U}{\partial\mathbf u_{s\mathbf R}}|\mathbf k\rangle=e^{i(\mathbf k-\mathbf k')\cdot\mathbf R}\,\frac{\mathbf F_s(\mathbf k',\mathbf k)}{N_c},\qquad \mathbf F_s=N_c\langle\mathbf k'|\frac{\partial U}{\partial\mathbf u_{s0}}|\mathbf k\rangle .$$

The factor $N_c$ makes $\mathbf F_s$ independent of crystal size, because the product of two Bloch functions normalized in the whole crystal scales as $1/N_c$. The sum over cells is now $\sum_{\mathbf R}e^{i(\mathbf q+\mathbf k-\mathbf k')\cdot\mathbf R}$. It equals $N_c$ if $\mathbf k'=\mathbf k+\mathbf q+\mathbf G$ with a reciprocal lattice vector $\mathbf G$, and vanishes otherwise. One wavevector $\mathbf q$ of the first zone therefore connects two given electron states:

$$\langle\mathbf k'|H'|\mathbf k\rangle=\sqrt{\frac{\hbar}{2N_cM_{\rm cell}\,\omega_{\mathbf q}}}\;D(\mathbf k',\mathbf k)\,(a_{\mathbf q}+a^\dagger_{-\mathbf q}),\qquad D=\sum_s\sqrt{\frac{M_{\rm cell}}{M_s}}\;\mathbf e_s(\mathbf q)\cdot\mathbf F_s .$$

This defines the coupling $D$, an energy per length. The definition goes with the total mass density; another choice of mass would need another $D$. The normalization was tested on a diatomic ring, where the coupling summed over the real standing modes of the whole ring agrees with this running-wave expression.

The operator $a_{\mathbf q}$ absorbs a phonon. Its squared matrix element from a state with $n$ quanta is $n$; for $a^\dagger_{-\mathbf q}$ it is $n+1$. In equilibrium the probability of $n$ quanta is $p_n=(1-x)x^n$ with $x=e^{-\hbar\omega/k_BT}$, so

$$N\equiv\sum_n n\,p_n=\frac{x}{1-x}=\frac{1}{e^{\hbar\omega/k_BT}-1}.$$

The thermal factors are $n_+=N$ for absorption and $n_-=N+1$ for emission. The extra 1 is spontaneous emission, which survives at zero temperature. Replacing $N_cM_{\rm cell}$ by $\rho V$ gives the averaged squared matrix element

$$|M_\pm|^2=\frac{\hbar\,|D(\mathbf k',\mathbf k)|^2}{2\rho V\omega_{\mathbf q}}\;n_\pm .$$

The zero-order approximation enters here. Let the valley minima lie at $\mathbf K_i$ and $\mathbf K_f$, and write $\mathbf k=\mathbf K_i+\boldsymbol\kappa$, $\mathbf k'=\mathbf K_f+\boldsymbol\kappa'$. For low kinetic energies $\boldsymbol\kappa$ and $\boldsymbol\kappa'$ are small, and a smooth coupling has the expansion

$$D(\mathbf k',\mathbf k)=D_0+\text{terms linear in }\boldsymbol\kappa,\boldsymbol\kappa'+\dots,\qquad D_0=D(\mathbf K_f,\mathbf K_i).$$

Zero order keeps $D_0$ and sets the phonon frequency to its value at the transfer vector $\mathbf K_f-\mathbf K_i$, reduced to the first zone. An acoustic branch may serve too, provided the reduced transfer vector is long compared with $\boldsymbol\kappa$ and $\boldsymbol\kappa'$. If it is short, the acoustic frequency varies strongly over the states involved, and a constant value is a poor approximation. Crystal symmetry can force $D_0=0$ for a given branch. The rate derived below then vanishes, and the leading contribution comes from the linear terms, or from higher ones if symmetry forbids the linear terms too.

The transition rate follows from first-order perturbation theory. After time $t$, the probability of a final state whose total energy differs from the initial one by $\epsilon=\hbar\Omega$ is

$$P=\frac{|M|^2}{\hbar^2}\,\frac{4\sin^2(\Omega t/2)}{\Omega^2}.$$

The last factor is a peak of width about $1/t$ in $\Omega$ and area $2\pi t$. When the final states are dense and vary little across the peak, it acts as $2\pi t\,\delta(\Omega)=2\pi\hbar t\,\delta(\epsilon)$. Dividing by $t$ gives the golden rule, $(2\pi/\hbar)|M|^2\delta(\epsilon)$ per final state. Two conditions must hold together: $t$ must exceed $\hbar/E'$, so that the peak is narrow compared with the distance to the band edge, and $t$ must be shorter than the lifetime $1/W$, so that first order suffices. Both can be met if $\hbar W\ll E'$.

Measured from the initial valley minimum, the electron's final energy is $\Delta+E_{\boldsymbol\kappa'}$. Hence, for one final valley,

$$W^{(1)}_\pm=\frac{2\pi}{\hbar}\sum_{\boldsymbol\kappa'}|M_\pm|^2\,\delta(E_{\boldsymbol\kappa'}-E'),\qquad E'=E\pm\hbar\omega-\Delta .$$

The matrix element is now a constant, so the sum merely counts states. It runs over one spin direction, since the spin is conserved. With $\sum_{\boldsymbol\kappa'}\to V\int d^3\kappa'/(8\pi^3)$, the count is $V g(E')$, where

$$g(E')=\frac{1}{8\pi^3}\int d^3\kappa'\;\delta\!\left(\frac{\hbar^2}{2}\Big[\frac{\kappa_l'^2}{m_l}+\frac{\kappa_{t1}'^2+\kappa_{t2}'^2}{m_t}\Big]-E'\right).$$

Rescale the components as $\kappa'_l=\sqrt{m_l/m_d}\,p_l$ and $\kappa'_{t}=\sqrt{m_t/m_d}\,p_{t}$. The volume element acquires the factor $\sqrt{m_lm_t^2/m_d^3}$, which is 1 if $m_d=(m_lm_t^2)^{1/3}$. The energy becomes $\hbar^2p^2/(2m_d)$, with derivative $\hbar^2p/m_d$, and therefore

$$g(E')=\frac{1}{8\pi^3}\,4\pi p^2\,\frac{m_d}{\hbar^2p}\bigg|_{p=\sqrt{2m_dE'}/\hbar}=\frac{m_d\sqrt{2m_dE'}}{2\pi^2\hbar^3}=\frac{m_d^{3/2}\sqrt{E'}}{\sqrt2\,\pi^2\hbar^3}\qquad(E'>0).$$

For $E'<0$ there are no states and $g=0$. The orientation of the ellipsoid has dropped out. Inserting the squared matrix element,

$$W^{(1)}_\pm=\frac{2\pi}{\hbar}\,\frac{\hbar|D_0|^2n_\pm}{2\rho V\omega}\,V g(E')=\frac{\pi|D_0|^2}{\rho\omega}\,n_\pm\,g(E').$$

The number of final valleys that share this rate is a matter of symmetry. Consider the symmetry operations, alone or combined with time reversal, that leave the initial valley where it is. They carry one final valley into others, and the phonon of each transfer into the phonon of the next. All valleys reached in this way have the same $\omega$, the same mass $m_d$ and the same $|D_0|^2$ (summed over branches, if several are degenerate). Their number is the multiplicity $Z_f$, with valleys that differ by a reciprocal lattice vector counted once. Rates into different valleys add, because the final states are distinct. The result is

$$W_\pm(E)=\frac{Z_f\,|D_0|^2\,m_d^{3/2}}{\sqrt2\,\pi\hbar^3\rho\,\omega}\;n_\pm\,\sqrt{E\pm\hbar\omega-\Delta}\;\;\theta(E\pm\hbar\omega-\Delta),$$

where the step function $\theta$ is 1 for positive and 0 for negative argument. Valleys not related by such an operation form a separate channel with its own $D_0$, $\omega$ and $Z_f$. The mass in the formula belongs to a single final valley; a density-of-states mass that merges $\nu$ equivalent valleys into one would make the rate too large by the factor $\nu$.

As an example, take a face-centred cubic crystal whose point group contains all 48 symmetry operations of the cube, with six lower valleys on the cube axes, inside the zone, and four upper valleys at the zone boundary on the body diagonals. Start in the valley on the positive $x$ axis. Every operation that keeps it fixed also keeps the opposite valley fixed, so this channel, called g, has $Z_g=1$. Quarter turns about $x$ carry the valleys on $\pm y$ and $\pm z$ into one another, so this channel, called f, has $Z_f=4$. The same turns permute the four body diagonals. The two ends of a diagonal differ by a reciprocal lattice vector and are one valley, so the upper channel, called u, has $Z_u=4$. In the reverse direction, from an upper valley, third turns about its diagonal and the inversion connect all six lower valleys, and the multiplicity is 6. The multiplicity thus belongs to a direction of transfer, not to a pair of valley types.

The argument of the step function contains the thresholds. A process is open when its condition below holds; if the right-hand side is negative, it is open for every $E\ge0$:

$$\text{emission: }E>\Delta+\hbar\omega,\qquad \text{absorption: }E>\Delta-\hbar\omega .$$

Between equivalent valleys $\Delta=0$. Absorption is then possible from the valley bottom, while emission must wait until the electron can pay for a whole phonon. For a higher final valley the electron must also pay the offset, and absorption too has a threshold if $\Delta>\hbar\omega$. For a final valley lower by more than $\hbar\omega$, emission is open even at $E=0$. Where a threshold lies at positive $E$, the rate starts as the square root of the excess energy, which is the shape of the three-dimensional density of states.

Close to a threshold $E'$ is small, and the condition $\hbar W\ll E'$ eventually fails, so the sharp onset should not be trusted within about $\hbar W$ of the edge. The decay of the final state blurs the onset as well. If final states have a Lorentzian line of full width $\Gamma$, the factor $\sqrt{E'}$ becomes $\mathrm{Re}\sqrt{E'+i\Gamma/2}$, and below the threshold this leaves a tail $\Gamma/(4\sqrt{|E'|})$ that falls off only slowly. For final states that do not decay, the picture holds away from the edge. Take a model with one level coupled to a continuum of square-root state density, with $\hbar W/E'=0.02$. The exact time evolution above the edge gave 0.999 times the golden-rule decay rate when the continuum was cut off at $4E'$, and 0.990 when it was cut off at $16E'$. The agreement is thus at the level of one percent, the order of $\hbar W/E'$. With the level below the edge, the survival probability stayed above 0.98 at all sampled times: the coupling mixes in a little of the continuum, but no steady decay appears.

Occupations and multiplicities can be checked together by detailed balance. Let the lower set have $\nu_1$ valleys and the upper set $\nu_2$, with multiplicities $Z_{12}$ upward and $Z_{21}$ downward. In a dilute equilibrium gas, compare emission upward from $E$ with the reverse absorption from $E'=E-\hbar\omega-\Delta$. The squared coupling is the same in both directions because $H'$ is Hermitian. The fluxes per unit energy have the ratio

$$\frac{\nu_1g_1(E)\,e^{-E/k_BT}\,Z_{12}(N+1)\,g_2(E')}{\nu_2g_2(E')\,e^{-(E'+\Delta)/k_BT}\,Z_{21}N\,g_1(E)}=\frac{\nu_1Z_{12}}{\nu_2Z_{21}}\;e^{-\hbar\omega/k_BT}\;\frac{N+1}{N}.$$

Here $E-(E'+\Delta)=\hbar\omega$ was used. Since $(N+1)/N=e^{\hbar\omega/k_BT}$, the last two factors cancel. The remaining factor is 1 because $\nu_1Z_{12}$ and $\nu_2Z_{21}$ both count the pairs of one lower and one upper valley that this channel connects. In the example these are all the pairs, $6\times4=4\times6$.

Two limits show how the rate depends on temperature. For $k_BT\ll\hbar\omega$ the occupation $N$ is exponentially small, absorption dies out, and an electron below the emission threshold is hardly scattered by this mode. For $k_BT\gg\hbar\omega$, expanding the exponential gives $N\simeq k_BT/\hbar\omega-\frac12$, so that $N$ and $N+1$ both grow as $T$. If in addition $E$ is much larger than $\hbar\omega$ and $|\Delta|$, then $E'\simeq E$ for both processes, and their sum is

$$W_++W_-\simeq\frac{\pi Z_f|D_0|^2}{\rho\omega}\,(2N+1)\,g(E)\simeq\frac{2\pi Z_f|D_0|^2k_BT}{\hbar\rho\omega^2}\,g(E).$$

In this limit a soft phonon scatters more strongly than a stiff one of equal $D_0$, by the factor $1/\omega^2$: one power comes from the larger squared vibration amplitude per quantum, the other from the larger number of quanta.

A constant matrix element also has a consequence for transport. The final states $\boldsymbol\kappa'$ and $-\boldsymbol\kappa'$ have equal energy, are reached at equal rates and have opposite velocities. The mean velocity just after a collision is therefore zero, and $W$ is itself the rate at which these collisions destroy the electron's velocity, with no reduction for forward scattering.

The numbers use round model parameters, not data for a named material: $T=300$ K, $\rho=2500$ kg/m³, and an upper set 120 meV above the lower one. The lower valleys have $m_l=0.9$ and $m_t=0.2$ electron masses, hence $m_d=0.330$. For f scattering let $D_0=30$ eV/nm and $\hbar\omega=50$ meV. With $k_BT=25.85$ meV, $N=1/(e^{50/25.85}-1)=0.169$. An electron at $E=100$ meV that emits this phonon arrives with $E'=100-50=50$ meV, where one valley offers $g=0.1445$ states per eV and nm³. The coupling factor $\hbar D_0^2/(2\rho\omega)$ is $2.499\times10^{-4}$ eV² nm³. From $\omega=75.96$ rad/ps one has $\hbar=0.050/75.96=6.582\times10^{-4}$ eV ps, and the rate into one valley is

$$W^{(1)}_-=\frac{2\pi}{6.582\times10^{-4}}\times2.499\times10^{-4}\times1.169\times0.1445=0.403\ \text{ps}^{-1}.$$

Four valleys give 1.61 ps⁻¹. A direct sum over the discrete wavevectors of a finite crystal, with the delta function replaced by a Gaussian of width $\sigma=4$ meV, gives 1.6105 against 1.6118 ps⁻¹ from the formula. The small deficit is due to the Gaussian. Averaging $\sqrt{E'}$ over it adds $\frac{\sigma^2}{2}\frac{d^2}{dE'^2}\sqrt{E'}=-\frac{\sigma^2}{8E'^2}\sqrt{E'}$, a relative change of $-16/(8\times2500)=-0.0008$, as found.

The g channel has $D_0=80$ eV/nm and $\hbar\omega=60$ meV, with $N=0.109$. Its emission rate at 100 meV follows from the one-valley f rate by scaling each factor:

$$0.403\times\Big(\frac{80}{30}\Big)^2\times\frac{50}{60}\times\frac{1.109}{1.169}\times\sqrt{\frac{40}{50}}=2.03\ \text{ps}^{-1}.$$

At this energy the single g valley thus receives more electrons by emission than the four f valleys together, 2.03 against 1.61 ps⁻¹. By absorption the two channels are nearly equal, with 0.398 and 0.404 ps⁻¹.

The thresholds shape the total rate. At 30 meV both emission channels between lower valleys are closed, and absorption alone gives 0.59 ps⁻¹. At 80 meV they are open and the total is 3.43 ps⁻¹. The upper valleys have $m_l=1.5$ and $m_t=0.1$ electron masses, hence $m_d=0.247$. The u channel has $D_0=40$ eV/nm and $\hbar\omega=30$ meV, so its absorption opens at $120-30=90$ meV and its emission at $120+30=150$ meV. At 200 meV both contribute, 1.785 and 3.841 ps⁻¹, and the total has risen to 13.2 ps⁻¹. Of the increase of 8.26 ps⁻¹ between 100 and 200 meV, the u channel supplies $1.785+3.841-0.538=5.09$ ps⁻¹, more than half. The values at 200 meV illustrate the thresholds but stretch the parabolic model. The program places the lower valleys at 0.85 of the way to the zone face, with a lattice constant of 0.5 nm, and their parabolas reach the face at 150 meV. At higher final energies the ellipsoids of opposite valleys overlap, and some states are counted twice. For g absorption the fraction of final states beyond the face is 1.5% at $E=100$ meV and 12% at 200 meV. The g channel also stretches the zero-order approximation. Its reduced transfer vector is only 3.8 nm⁻¹ long, while for absorption at 100 meV $\kappa$ and $\kappa'$ reach 1.5 and 1.9 nm⁻¹ along the valley axis.

At 100 meV the total is 4.98 ps⁻¹, or $1.20\times10^{-4}$ atomic units, which means a mean free time of 0.20 ps. The corresponding energy width is $\hbar W=3.3$ meV. This is small beside the final energies of 40 meV and more in the g and f channels. For u absorption, however, $E'$ is just $100+30-120=10$ meV, and the golden-rule value of 0.54 ps⁻¹ is less certain. The upper state reached is itself short-lived: the same formula, with multiplicity 6 and offset $-120$ meV, gives it a decay rate of 17.6 ps⁻¹ into the lower valleys. The corresponding width of 11.6 meV exceeds $E'$. Widths of this size also leave a tail below the u thresholds. A rough Lorentzian estimate, with widths from the same formula at the total energy available, gives the u channel about 0.06 ps⁻¹ at 30 meV and 0.2 ps⁻¹ at 80 meV, where the sharp formula gives zero.

Several assumptions can be relaxed without a new derivation. If the final states are partly filled, with occupation $f(E')$ depending on energy alone, the scattering-out rate is multiplied by $1-f(E')$. The rate at which the velocity relaxes in a Fermi gas near equilibrium then carries the factor $[1-f(E')]/[1-f(E)]$ instead, because an extra electron also blocks scattering into its own state. If the phonons are driven out of equilibrium, $N$ becomes their actual mean occupation, provided it is the same for all phonons involved. If the valley is nonparabolic, with $\hbar^2p^2/(2m_d)=E'(1+\alpha E')$ after the rescaling, the number of states below $E'$ is proportional to $[E'(1+\alpha E')]^{3/2}$. Its derivative shows that $g$ is multiplied by $\sqrt{1+\alpha E'}\,(1+2\alpha E')$, which for $\alpha>0$ raises the rate at high energy. In a channel so thin that the motion across it is quantized, the three-dimensional $g(E')$ no longer applies: the sum over final states must run over subbands, and the matrix elements acquire overlaps of the confined wavefunctions. The numerical output below lists the rates of all channels and the results of the tests.

## Numbers as computed

```
Temperature 300 K, kT = 25.85 meV
Mass density 2500 kg/m^3
Lower valleys 6, upper valleys 4, offset 120 meV
Lower masses m_l, m_t, m_d = 0.9, 0.2, 0.3302 m_e
Upper masses m_l, m_t, m_d = 1.5, 0.1, 0.2466 m_e
Channels: g opposite valley, f other axes, u upper set
g: Z = 1, D = 80 eV/nm, phonon 60 meV, N = 0.1089
   threshold absorption 0 meV, emission 60 meV
f: Z = 4, D = 30 eV/nm, phonon 50 meV, N = 0.1690
   threshold absorption 0 meV, emission 50 meV
u: Z = 4, D = 40 eV/nm, phonon 30 meV, N = 0.4563
   threshold absorption 90 meV, emission 150 meV
Upper to lower multiplicity: 6
f emission at E = 100 meV, step by step:
  final kinetic energy 50 meV
  phonon angular frequency 75.96 rad/ps
  hbar D^2/(2 rho omega) = 2.4989e-04 eV^2 nm^3
  one-valley one-spin DOS 0.14451 1/(eV nm^3)
  rate into one valley 0.4030 1/ps, into all 4: 1.6118 1/ps
Rates in 1/ps (abs = absorption, em = emission)
E/meV  g abs   g em   f abs   f em   u abs   u em   total
   30  0.298  0.000  0.295  0.000  0.000  0.000   0.593
   80  0.372  1.433  0.376  1.249  0.000  0.000   3.429
  100  0.398  2.026  0.404  1.612  0.538  0.000   4.977
  200  0.507  3.790  0.521  2.792  1.785  3.841  13.236
Total at 100 meV: 4.977 1/ps = 1.204e-04 atomic units
  mean free time 0.2009 ps, hbar*W = 3.28 meV
Tests:
Ring coupling, direct/formula: 1.0000000000
Oscillator: absorption 0.1690, emission 1.1689
Exact decay rate/golden rule: 0.9992
Least survival below threshold: 0.9856
k-sum: crystal side 500 nm, Gaussian width 4 meV
  g em at 100 meV: sum 2.0234, formula 2.0260 1/ps
  f em at 100 meV: sum 1.6105, formula 1.6118 1/ps
  f abs at 100 meV: sum 0.4035, formula 0.4036 1/ps
  u em at 200 meV: sum 3.8374, formula 3.8405 1/ps
  f em at 20 meV, below threshold: sum 4.6e-15 1/ps
Detailed balance, up/down flux: 1.0000000000
```
